# Collective surface diffusion from decaying density modes, with separated errors

Simulate adatoms in equilibrium on rings of 8 to 24 sites, measure how fast the longest density wave decays on each ring, divide by the squared wave number, and extrapolate with a straight line in that square. For the example below the intercept is $0.3084$ with a standard error of $0.0016$. The correct coefficient is $0.3305$, fourteen standard errors away. The error bar is a fair measure of the noise, but it knows nothing of the finite ring. The two errors must be found separately, and the finite-ring error contains a term that a fit in squared wave number omits.

## The model and a ring solved by hand

Adatoms move along one channel with sites a distance $a$ apart and at most one atom per site. An atom hops to an empty neighbouring site at rate $\Gamma_0$, or at rate $b\Gamma_0$ if it leaves a neighbour behind. Here $b=e^{-E/kT}$, and $E>0$ is the attraction of two neighbours. A state with one more bond has an equilibrium weight larger by $1/b$, so each hop and its reverse balance. I set $\Gamma_0=a=1$ until the end. The ring has $L$ sites, $N$ atoms and coverage $\theta=N/L$. With $n_i=0,1$, define

$$n_k=\sum_i n_i e^{-iki},\quad k=\frac{2\pi}{L},\quad K^2=2(1-\cos k).$$

$K^2$ is the lattice form of $k^2$. At $L=8$ it is already 5% smaller than $k^2$, and using it removes that trivial error.

Take $L=5$, $N=2$. Up to rotation there are two states: A, with atoms on sites 0 and 1, and B, with atoms on 0 and 2. Let $T$ rotate a state by one site and $q=e^{-ik}$. A function that behaves like $n_k$ obeys $f(Ts)=qf(s)$, so it is fixed by $f_A$ and $f_B$.

From A, one atom can hop to give $\{0,2\}=B$ and the other to give $\{4,1\}=T^4B$, each at rate $b$. From B, four hops at rate 1 lead to $A$, $TA$, $T^2B$ and $T^3B$. A function decaying as $e^{-\lambda t}$ therefore satisfies, with $q^5=1$,

$$\lambda f_A=2bf_A-b(1+q^{-1})f_B,$$
$$\lambda f_B=\left(4-q^2-q^3\right)f_B-(1+q)f_A.$$

Since $q^2+q^3=2\cos 2k=-1.618$ and $|1+q|^2=2+2\cos k=2.618$, eliminating $f_A$ and $f_B$ gives

$$(2b-\lambda)(5.618-\lambda)=2.618\,b.$$

For $b=1$ the smaller root is $1.382=K^2$: without attraction $\lambda/K^2=1$. For $b=0.3133$ the sum of the roots is $6.245$ and their product $8.618b=2.700$, so $\lambda=0.467$ and $5.777$. The slow root gives $\lambda/K^2=0.338$.

The density correlation contains both exponentials. Its initial decay rate is the sum over hops of $\tfrac12\,$weight$\,\times\,$rate$\,\times|\Delta n_k|^2$, divided by the mean of $|n_k|^2$. Every hop has $|\Delta n_k|^2=K^2$. With weights $1/b$ for A and 1 for B, this is

$$\frac{\tfrac12(2+4)K^2}{2.618/b+0.382}=0.4745 .$$

This exceeds the slow rate by 1.5%, although the fast exponential has a weight of only $(0.4745-0.4673)/(5.777-0.467)\approx0.1\%$. An initial slope is thus sensitive to fast motion. The ratio of the correlation at two later times is much less so.

## Two lags and an exact clock

On any ring, let $\pi_s$ be the equilibrium weights. Detailed balance makes the matrix of decay rates symmetric after multiplication by $\sqrt{\pi_s/\pi_{s'}}$. Expanding in its eigenvectors gives

$$C(t)=\langle n_k(t)n_k^*(0)\rangle=\sum_\alpha w_\alpha e^{-\lambda_\alpha t},\qquad w_\alpha\ge0.$$

Let $\lambda$ be the smallest rate. At a first lag $t_1$ the faster terms have largely died, and $r=C(t_2)/C(t_1)\approx e^{-\lambda(t_2-t_1)}$. For $L=16$, $N=4$ and the same $b$, the complete spectrum gives the slow term a weight of 0.991. Using $C(t)/C(0)$ at $0.8$ relaxation times overestimates the rate by 1.1%. Using lags at $0.4$ and $1.2$ relaxation times overestimates it by 0.09%.

In the simulation one step picks an atom and a direction at random, $2N$ choices in all, and accepts the hop with probability 1, $b$ or 0. There are $2N$ such attempts per unit time. One attempt multiplies a mode of rate $\lambda$ by $1-\lambda/2N$, so with $n$ attempts between the lags

$$\lambda=2N\left(1-r^{1/n}\right).$$

This conversion has no time-step error.

## The statistical error

Treat $n_k$ as a complex Gaussian variable of variance $S$ with a single decay rate. Put $x_1=\lambda t_1$, $x=\lambda(t_2-t_1)$ and $\rho=e^{-x}$. Then

$$n_k(t_2)=\rho\,n_k(t_1)+\nu,\qquad \langle|\nu|^2\rangle=S(1-\rho^2),$$

where the noise $\nu$ is independent of everything up to $t_1$. With sums over $M$ time origins, the measured ratio is

$$r=\rho+\frac{\sum\mathrm{Re}[\nu\,n_k^*(0)]}{\sum\mathrm{Re}[n_k(t_1)n_k^*(0)]}.$$

The real part carries half the noise, so the numerator has variance $\tfrac12MS^2(1-\rho^2)$. The denominator is close to $MSe^{-x_1}$. Hence $\mathrm{var}\,r=e^{2x_1}(1-\rho^2)/2M$. Because $x=-\ln r$, the relative error of $\lambda$ is $\delta r/(\rho x)$:

$$\frac{\delta\lambda}{\lambda}=\frac{e^{x_1}}{x}\sqrt{\frac{e^{2x}-1}{2M}}.$$

For a fixed number $M$ of origins, setting the derivative of its logarithm with respect to $x$ to zero gives $e^{2x}/(e^{2x}-1)=1/x$, or $x=1-e^{-2x}$, solved by $x=0.797$. A shorter interval shows too little decay; a longer one leaves too little signal. At fixed run length $M$ is proportional to $1/(x_1+x)$, which favours shorter intervals: for $x_1=0.4$ the optimum moves to $x\approx0.43$, but the error there is only about 9% smaller than at $x=0.8$. The factor $e^{x_1}$ is the price of suppressing the fast terms.

The formula assumes that the intervals do not overlap: each new origin is the end of the previous interval. For $L=24$, with $x_1=0.38$, $x=0.76$ and $M=124{,}000$, it gives 0.73%, or $0.0024$ in $\lambda/K^2$.

The error actually used assumes no Gaussian statistics. Divide the independent replicas of the ring into $B$ blocks, compute $\lambda_{(j)}$ with block $j$ left out, and take

$$\sigma^2=\frac{B-1}{B}\sum_j\left(\lambda_{(j)}-\bar\lambda\right)^2.$$

With 4000 replicas in 100 blocks, this jackknife error came out 3 to 10% above the Gaussian formula on the five rings. Most of that is scatter: an error estimated from 100 blocks is itself uncertain by about $1/\sqrt{2\times99}\approx7\%$, and the exact error obtained from the rate matrix lies within 2% of the formula for $L=8$ to $20$.

## The value at zero wave number

For this model the limit can be found in closed form, which gives the method something to be judged against. Put $c=1-b$. The mean current from site $i$ to $i+1$ is the right hop rate minus the left hop rate:

$$j_i=n_i(1-n_{i+1})(1-cn_{i-1})-n_{i+1}(1-n_i)(1-cn_{i+2}).$$

On expansion the two terms $n_in_{i+1}$ without $c$ cancel. Adding and subtracting $cn_in_{i+1}$ turns the rest into $j_i=G_i-G_{i+1}$, with

$$G_i=n_i-c(n_{i-1}n_i+n_in_{i+1})+c\,n_{i-1}n_in_{i+1}.$$

The current is thus the difference of one local quantity at neighbouring sites. If the density varies slowly, $G_i$ takes its equilibrium mean $h(\theta)$ at the local coverage, and the diffusion coefficient is $D=dh/d\theta$.

Let $p_2$ and $p_3$ be the probabilities that two and three successive sites are filled. Then $h=\theta-2cp_2+cp_3$. With nearest-neighbour attraction the occupations form a Markov chain, so $p_3=p_2^2/\theta$, and correlations fall as $\mu^{|i-j|}$. Write $v=\theta(1-\theta)$, so that $p_2=\theta^2+v\mu$. The pair probabilities obey

$$\frac1b=\frac{P_{11}P_{00}}{P_{10}P_{01}}
=\frac{(\theta^2+v\mu)\left[(1-\theta)^2+v\mu\right]}{v^2(1-\mu)^2},$$

because joining two separate atoms multiplies the weight by $1/b$. With $\theta^2+(1-\theta)^2=1-2v$ the numerator equals $v^2(1-\mu)^2+v\mu$. Therefore

$$s^2\equiv1+4v\left(\frac1b-1\right)=1+\frac{4\mu}{(1-\mu)^2}=\left(\frac{1+\mu}{1-\mu}\right)^2.$$

So $\mu=(s-1)/(s+1)$. The number variance per site is $\chi=v\sum_j\mu^{|j|}=v(1+\mu)/(1-\mu)=vs$.

A second form of $D$ follows from the initial decay. Let $m$ be the mean hop rate per bond in one direction:

$$m=\theta-p_2-c(p_2-p_3).$$

As on the five-site ring, $-\dot C(0)=\tfrac12(2mL)K^2=mLK^2$. The current identity gives instead $-\dot C(0)=K^2\langle G_kn_k^*\rangle$, where $G_k$ is the Fourier sum of $G_i$. This tends to $K^2L\chi\,dh/d\theta$ for small $k$, since a change of chemical potential changes $h$ and $\theta$ together. Comparing the two,

$$D=\frac{dh}{d\theta}=\frac m\chi .$$

For $\theta=1/4$ and $E/kT=1.1605$: $p_2=0.1072$, $p_3=0.0460$ and $\chi=0.3049$. Then $m=0.1428-0.6867\times0.0612=0.1008$ and $D=0.1008/0.3049=0.3305$. Attraction lowers $D$ twice: bonded atoms hop less often, and density fluctuations are larger than the value $v=0.1875$ without attraction.

## The approach to zero wave number

At fixed coverage, $\lambda/K^2$ differs from $D$ by a term of order $1/L$. It has two sources; primes denote $d/d\theta$.

**Fixed atom number.** On a ring that exchanges atoms with a reservoir, local means equal those of the infinite chain up to exponentially small terms. The atom number fluctuates, and the coverage has variance $\chi/L$. Averaging a fixed-number mean $f_N$ over this spread gives $f=f_N+\chi f''/2L$, so $f_N=f-\chi f''/2L$. Apply this to $m$ and to the mode variance per site, which is $\chi$ up to order $K^2$:

$$\frac{m-\chi m''/2L}{\chi-\chi\chi''/2L}\approx D-\frac{m''-D\chi''}{2L}=D-\frac{\chi D''+2\chi'D'}{2L}.$$

The last step uses $m=D\chi$, hence $m''=\chi D''+2\chi'D'+D\chi''$.

**Coupling to pairs of modes.** Expanding $h$ to second order in the local density, $G_k$ contains $Dn_k$ and

$$\frac{D'}{2L}\sum_q n_qn_{k-q}=\frac{D'}{L}\sum_{\text{pairs}}n_qn_{k-q}.$$

The mode $q=0$ is absent because $N$ is fixed. To leading order the modes are Gaussian with variance $L\chi$. Normalized by $\sqrt{L\chi}$ and $L\chi$, the single mode and a pair are coupled in the symmetric rate matrix by

$$V=K^2\frac{D'}{L}\,\frac{(L\chi)^2}{(L\chi)^{3/2}}=K^2D'\sqrt{\chi/L}.$$

With $q=jk$, the pair decays faster than the single mode by $DK^2[j^2+(1-j)^2-1]=2DK^2j(j-1)$. Each pair occurs once for $j=2,3,\dots$. Second-order perturbation theory lowers $\lambda$ by

$$\sum_{j\ge2}\frac{V^2}{2DK^2j(j-1)}=\frac{K^2\chi D'^2}{2DL},$$

because $\sum_{j\ge2}1/[j(j-1)]=1$. Together,

$$\frac{\lambda}{K^2}=D-\frac1{2L}\left[\chi D''+2\chi'D'+\frac{\chi D'^2}{D}\right]+\dots$$

The omitted terms fall faster than $1/L$.

Two limits support this. Without attraction $D=1$ and the bracket vanishes, in accord with $\lambda=K^2$. At low coverage $\chi\approx\theta$, the bracket tends to $2D'$, and the result is $D(\theta)-D'/L\approx D(\theta-1/L)$. A single atom, $\theta=1/L$, then has $D(0)=1$, as it must.

In the example, fixed number contributes $+0.108/L$ and coupling $-0.283/L$, together $-0.175/L$. Decay rates computed without noise on the five rings, as on the five-site ring but with larger matrices, give $-0.167/L$ when $D$ is supplied and a fourth-degree polynomial in $1/L$ is fitted to $L(\lambda/K^2-D)$. Leaving out the smallest ring, or the two smallest, shifts this value by a few hundredths, so the closeness of the two numbers is partly luck. Omitting either contribution would nevertheless spoil the agreement.

The derivation needs $L$ much larger than the correlation length, here $-1/\ln\mu=0.7$ sites. This is necessary but not sufficient for the $1/L$ term to dominate: at $L=24$ higher terms still cancel it, and $L(\lambda/K^2-D)$ is $+0.006$. The derivation holds for one channel; in two dimensions the sum over pairs is different.

Pair modes also explain why each ring supplies its lowest harmonic alone. The second harmonic can decay through two first harmonics, at about $2\lambda$ rather than $4\lambda$. On a ring with $L=15$, $N=4$, its slowest rate is $1.86\lambda$ and carries 28% of its correlation. A late-time fit read as $D(2k)^2$ would be badly wrong there.

## The general procedure

1. Choose rings at one coverage, equilibrate independent replicas, and record $n_k$ at $0$, $t_1$, $t_2$ in non-overlapping cycles.
2. Obtain $\lambda$ from the two-lag ratio and its error $\sigma_L$ from the jackknife. Set $y_L=\lambda/K^2$.
3. Fit $y_L$ with weights $1/\sigma_L^2$. The intercept is linear in the data, $\hat D=\sum_L W_Ly_L$, with $W_L$ fixed by the ring sizes, errors and fitting functions.
4. Where the rings can be diagonalized, put the noise-free values $y_L^0$ through the same weights:

$$\hat D-D=\underbrace{\sum_LW_Ly_L^0-D}_{\text{lattice error}}+\underbrace{\sum_LW_L(y_L-y_L^0)}_{\text{statistical error}}.$$

Noise gives the second part an expected size of $(\sum_L W_L^2\sigma_L^2)^{1/2}$. This part also contains the small bias of the two-lag ratio, which more replicas do not remove; it is below $0.0005$ in both five-ring fits of the example. If $D$ is unknown, a higher-order extrapolation of $y_L^0$ replaces it in the first part.

## Reading the example

| $L$ | noise-free $y_L^0$ | simulated $y_L$ | $\sigma_L$ |
|---|---|---|---|
| 8 | 0.4267 | 0.4295 | 0.0018 |
| 12 | 0.3552 | 0.3560 | 0.0019 |
| 16 | 0.3391 | 0.3400 | 0.0020 |
| 20 | 0.3333 | 0.3318 | 0.0024 |
| 24 | 0.3308 | 0.3249 | 0.0025 |

The largest deviation is 2.3 standard errors, at $L=24$. The squared deviations in units of $\sigma_L$ add to 8.7, where about 5 is expected for five values; this is not unusual.

The fit with $1$ and $K^2$ has lattice error $-0.0194$ and statistical error $-0.0027$, which add to the discrepancy of the opening. Including $1/L$ gives $\hat D=0.342\pm0.009$, with lattice error $+0.0287$ and statistical error $-0.0168$. The correct extra term has not improved the lattice error, because higher terms are still large on the smallest rings. The total error is smaller than the lattice error merely because the two parts have opposite signs.

Now keep $L=16,20,24$ and fit $1$, $1/L$, $1/L^2$. Three points fix the weights: $W_i=L_i^2/\prod_{j\ne i}(L_i-L_j)$, or $8,-25,18$. The noise-free intercept is

$$8(0.33907)-25(0.33330)+18(0.33078)=0.334,$$

a lattice error of about 1%. The statistical error, however, is

$$\sqrt{(8\times0.00198)^2+(25\times0.00236)^2+(18\times0.00252)^2}=0.076,$$

or 23% of $D$. Reducing it to the lattice error, $0.0037$ with unrounded eigenvalues, would take some 400 times as many origins. One origin costs a number of attempts proportional to $NL^2$, hence to $L^3$ at fixed coverage.

A plateau is no proof of convergence. The noise-free value at $L=24$ lies within 0.1% of $D$, but from above, while the negative $1/L$ term requires an approach from below on large rings. The curve must cross $D$ beyond $L=24$.

If $D$ were unknown, the fourth-degree extrapolation of all five noise-free values, $0.3342$, would serve as reference. It puts the lattice error of the first fit at $-0.0231$ and corrects $0.3084$ to $0.3315$. This is the noise-free extrapolation plus the simulation's statistical error, so the simulation adds no precision here. It is needed for rings too large to diagonalize.

## Scale on a real surface

The regime is roughly that of tungsten adatoms in the channels of W(112): spacing about 0.27 nm, hop barrier about 0.8 eV, prefactor about $10^{13}$ s$^{-1}$, at 500 K. The attraction of 0.05 eV and the coverage are chosen model values. The free hop rate is $8.6\times10^4$ s$^{-1}$, and

$$D=0.3305\,\Gamma_0a^2=2.1\times10^{-11}\ \mathrm{cm^2/s}.$$

An error of 0.05 eV in the barrier changes this by a factor of 3.2, far more than any error of the extraction. Real channels also interact. An attraction of 0.02 eV to a neighbour in each adjacent channel would lower $D$ by about 28% in a mean-field estimate with $m$ held fixed, $-2\chi E_\perp/kT$; at 0.07 eV that estimate reaches zero, but this marks the failure of the mean-field estimate, not a real instability. The loss at 0.02 eV is larger if the saddle point of a hop feels none of the side attraction, because $m$ then falls too. The exact critical condition of the two-dimensional lattice gas, $\sinh(E/2kT)\sinh(E_\perp/2kT)=1$, puts the onset at 0.109 eV for half filling. At the coverage of $1/4$ used here it is practically the same; only coverages near 0 or 1 need a clearly stronger attraction. A second-neighbour attraction of 0.01 eV within the channel lowers the rate on the 16-site ring by 19% if the saddle point of a hop feels none of this attraction, but only by about 10% if it feels the mean of the attractions before and after the hop. If 5% of hops were double jumps at fixed total hop rate, an isolated atom would diffuse 15% faster. The 5% is a trial figure. Field-ion measurements for W on W(112), made near room temperature, give double jumps a higher barrier and a much larger prefactor than single jumps, so their share rises steeply with temperature and may be far larger at 500 K. The $D$ above sets a scale for the nearest-neighbour model and is not a prediction for tungsten. With an extra barrier of 0.4 eV for crossing between channels, an atom crosses 0.008 times per mode lifetime at $L=24$, so crossing is rare on that scale. The numerical output below lists most of these values.

## Computed results

```
temperature 500 K, kT 0.04309 eV
spacing 0.274 nm, barrier 0.80 eV, prefactor 1.0e+13 1/s
attraction 0.050 eV, E/kT 1.1605, b 0.3133, coverage 0.25
free hop rate 8.637e+04 1/s per direction
p2 0.10719, p3 0.04596, chi 0.30486, jump 0.10076 (reduced)
D closed form 0.33053 (units: hop rate x spacing^2)
D', D'', chi' -0.7830, 4.7666, 1.0657 (reduced)
1/L coefficient: fixed number 0.1078, coupling -0.2827
1/L coefficient: formula -0.1749, from ring eigenvalues -0.1665
D from noise-free rings, degree-4 extrapolation 0.33420
L, N, rate/K2 exact, simulated, std error, deviation/error, origins
  8  2  0.42667  0.42954  0.00183    1.57  500000
 12  3  0.35518  0.35602  0.00187    0.45  308000
 16  4  0.33907  0.34004  0.00198    0.49  220000
 20  5  0.33330  0.33179  0.00236   -0.64  156000
 24  6  0.33078  0.32492  0.00252   -2.33  124000
jackknife/Gaussian error, by L: 1.028 1.102 1.059 1.084 1.045
best lag 0.7968 relaxation times
L=16 slow-mode weight 0.99130
L=16 rate bias: one lag 1.080 %, two lags 0.090 %
L=15 second/first harmonic slowest rate 1.855
L=15 weight of that rate in second harmonic 0.2831
fit 1,K2: D 0.30840, std error 0.00157 (reduced)
   lattice error -0.01941, actual statistical error -0.00272
fit 1,K2,1/L: D 0.34246, std error 0.00943 (reduced)
   lattice error +0.02868, actual statistical error -0.01675
D closed form 2.143e-11 cm2/s
D fit 1,K2: 2.000e-11 cm2/s, std error 1.0e-13 cm2/s
D fit 1,K2,1/L: 2.221e-11 cm2/s, std error 6.1e-13 cm2/s
second-neighbour attraction 0.01 eV: rate change -19.3 % (L=16)
side attraction 0.02 eV: mean-field D change -28.3 %
side attraction at mean-field instability 0.0707 eV
extra cross barrier 0.4 eV: 0.0082 cross hops per L=24 lifetime
double-jump share 0.05: isolated-atom D change 15 %
barrier error 0.05 eV: factor 3.19 in D
```
